# Brown-Ravenhall Disease: Bound Pairs Degenerate with Positive-Negative Continua

## Which determinants may enter the calculation?

A relativistic calculation on a two-electron ion starts with a choice of determinants. One may diagonalize the Dirac-Coulomb Hamiltonian in all determinants built from Dirac orbitals, or admit only orbitals of positive energy. Without the restriction, the bound product states sit inside a continuum in which one electron has a large positive energy and the other a negative one. The electron repulsion can then drive an unphysical decay.

## The noninteracting spectrum

Use Hartree atomic units, with rest energy included. For a fixed point nucleus,

$$
h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr,\qquad H_0=h(1)+h(2),\qquad H=H_0+\frac1{r_{12}}. \tag{1}
$$

Take $0<Z/c<\sqrt3/2$, for which $h$ is self-adjoint without an extra boundary condition at the nucleus. Its spectrum consists of $(-\infty,-c^2]$, bound levels between $0$ and $c^2$, and $[c^2,\infty)$. The lowest bound level is

$$
E_1=\gamma c^2,\qquad \gamma=\sqrt{1-Z^2/c^2}. \tag{2}
$$

To show that $H_0$ covers the real line, choose any real $E$ and split it as

$$
\lambda=c^2+|E|,\qquad \mu=E-\lambda=E-|E|-c^2\le-c^2. \tag{3}
$$

Both $\lambda$ and $\mu$ are free-electron energies. For $\lambda$ there is a momentum $\mathbf p$ and a unit spinor $u$ with $(c\boldsymbol\alpha\cdot\mathbf p+\beta c^2)u=\lambda u$. Let $\chi$ be a real, smooth, normalized function that vanishes outside the unit ball, and place a broad packet far from the nucleus:

$$
f_n(\mathbf r)=n^{-3/2}\chi\!\left(\frac{\mathbf r-n^2\hat{\mathbf x}}n\right)e^{i\mathbf p\cdot\mathbf r}u,\qquad n\ge2. \tag{4}
$$

The plane wave cancels $\lambda$. What remains is the derivative of the envelope, which carries a factor $1/n$, and the nuclear potential at distances of at least $n^2-n$. Since $(\boldsymbol\alpha\cdot\mathbf v)^2=\mathbf v^2$,

$$
\|(h-\lambda)f_n\|\le\frac{c\|\nabla\chi\|}{n}+\frac Z{n^2-n}\to0. \tag{5}
$$

Build $g_n$ in the same way for $\mu$, centred at $-n^2\hat{\mathbf x}$. The two packets do not overlap, so

$$
\Phi_n=\frac{f_n(1)g_n(2)-g_n(1)f_n(2)}{\sqrt2} \tag{6}
$$

has norm one. Because $h$ is local, $(h-\lambda)f_n$ stays where $f_n$ is and is orthogonal to $g_n$; the same holds with the roles exchanged. With $E=\lambda+\mu$, the triangle inequality gives

$$
\|(H_0-E)\Phi_n\|\le\|(h-\lambda)f_n\|+\|(h-\mu)g_n\|\to0. \tag{7}
$$

If $E$ were outside the spectrum, the left side could not fall below the distance from $E$ to the spectrum. Hence every real $E$ belongs to it, also for antisymmetric states.

The repulsion does not remove this continuum. In $\Phi_n$ the electrons are at least $2n^2-2n$ apart, so $\|\Phi_n/r_{12}\|\le1/(2n^2-2n)$ also tends to zero. Any self-adjoint realization of $H$ that contains these smooth states therefore has the whole line as its spectrum.

## Degeneracy, and why the nucleus matters

Let $\varepsilon_i$ and $\varepsilon_j$ be any two bound levels whose product state is allowed by antisymmetry. For each $\varepsilon_-\le-c^2$ define

$$
\varepsilon_+=\varepsilon_i+\varepsilon_j-\varepsilon_-\ge c^2+\varepsilon_i+\varepsilon_j>c^2. \tag{8}
$$

This is a positive-continuum energy, so every bound product is degenerate with a one-parameter family of mixed pairs. One electron falls into the negative continuum and the other takes up the energy. The argument holds for excited products as well as for $1s^2$.

Equal energy does not by itself imply coupling, as two free electrons show. The repulsion conserves their total momentum $\mathbf K=\mathbf p_1+\mathbf p_2$. Write $\mathcal E_p=\sqrt{c^4+c^2p^2}$. Its slope in $p$ is below $c$, so a mixed pair has

$$
|\mathcal E_{p_1}-\mathcal E_{p_2}|\le c\,\big||\mathbf p_1|-|\mathbf p_2|\big|\le cK. \tag{9}
$$

For two positive-energy electrons, the Cauchy-Schwarz inequality gives $\mathcal E_{p_1}\mathcal E_{p_2}\ge c^4+c^2p_1p_2$, and hence

$$
(\mathcal E_{p_1}+\mathcal E_{p_2})^2-c^2K^2
=2c^4+2\mathcal E_{p_1}\mathcal E_{p_2}-2c^2\mathbf p_1\cdot\mathbf p_2\ge4c^4. \tag{10}
$$

The two sets of energies never meet at the same $\mathbf K$, and $1/r_{12}$ has no equal-energy matrix element between them. In an atom the fixed nucleus can take up momentum, and this prohibition is lifted.

## The coupling of $1s^2$

It is enough to exhibit one open channel. Let both final electrons be in $s_{1/2}$ waves, $a$ with energy $\varepsilon_+$ and $b$ with energy $\varepsilon_-$. With $\mathbf n=\mathbf r/r$ and a two-component spin function $\chi_m$,

$$
\psi_{am}=\frac1{\sqrt{4\pi}\,r}\begin{pmatrix}P_a\chi_m\\-iQ_a(\boldsymbol\sigma\cdot\mathbf n)\chi_m\end{pmatrix}. \tag{11}
$$

Because $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, the transition density with a $1s$ orbital is

$$
\psi_{am}^\dagger\psi_{1m'}=\delta_{mm'}\frac{\rho_a(r)}{4\pi r^2},\qquad \rho_a=P_aP_1+Q_aQ_1. \tag{12}
$$

It is spherical for equal spins and vanishes for opposite spins. Starting from the determinant $|1s{\uparrow}\,1s{\downarrow}|$, the final determinant $|a{\uparrow}\,b{\downarrow}|$ has a direct term only, while $|a{\downarrow}\,b{\uparrow}|$ has an exchange term only, with a minus sign. Their matrix elements are $R_0$ and $-R_0$. The potential of a spherical shell gives

$$
R_0=\int_0^\infty\!\!\int_0^\infty\frac{\rho_a(r)\rho_b(r')}{\max(r,r')}\,dr\,dr'. \tag{13}
$$

Define $A(r)=\int_0^r\rho_a\,dr'$ and $B(r)=\int_0^r\rho_b\,dr'$. The part of (13) with $r'<r$ is $\int\rho_aB/r\,dr$. In the part with $r'>r$, doing the $r$ integral first gives $\int\rho_bA/r'\,dr'$. Their sum is

$$
R_0=\int_0^\infty\frac{A'B+AB'}r\,dr
=\left[\frac{AB}r\right]_0^\infty+\int_0^\infty\frac{AB}{r^2}\,dr. \tag{14}
$$

The boundary term vanishes at the origin because $A$ and $B$ vary as $r^{2\gamma+1}$. At infinity they vanish too, as (17) will show.

The radial Dirac equations for these waves are

$$
P'=\frac Pr+\frac{E+c^2+Z/r}{c}Q,\qquad
Q'=-\frac Qr-\frac{E-c^2+Z/r}{c}P. \tag{15}
$$

Form $W_a=P_aQ_1-Q_aP_1$ and differentiate. The terms $\pm1/r$ cancel in pairs, as do the terms in $c^2$ and $Z$, which are the same for both functions. The energy difference remains:

$$
W_a'=P_a'Q_1+P_aQ_1'-Q_a'P_1-Q_aP_1'
=\frac{\varepsilon_a-E_1}{c}(P_aP_1+Q_aQ_1). \tag{16}
$$

Regular solutions vanish as $r^\gamma$, so $W_a(0)=0$ and integration gives

$$
A(r)=\frac{c\,W_a(r)}{\varepsilon_a-E_1}. \tag{17}
$$

The exponential decay of the $1s$ functions makes $A$ vanish at infinity, and likewise $B$. At equal energy, $\varepsilon_++\varepsilon_-=2E_1$, and with

$$
\omega=E_1-\varepsilon_-=\varepsilon_+-E_1\ge c^2+E_1 \tag{18}
$$

the two denominators are $\omega$ and $-\omega$. Equation (14) becomes

$$
R_0=-\frac{c^2}{\omega^2}\int_0^\infty\frac{W_+(r)W_-(r)}{r^2}\,dr. \tag{19}
$$

The bound functions needed here are

$$
\begin{pmatrix}P_1\\Q_1\end{pmatrix}
=\left[\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}\right]^{1/2}r^\gamma e^{-Zr}
\begin{pmatrix}\sqrt{(1+\gamma)/2}\\-\sqrt{(1-\gamma)/2}\end{pmatrix}. \tag{20}
$$

Their ratio is $Q_1/P_1=-Z/[c(1+\gamma)]$. Divide the first of (15) by $P_1$. The constant terms on both sides then equal $-Z$, and the coefficients of $1/r$ both equal $\gamma$, since on the right $1-Z^2/[c^2(1+\gamma)]=1-(1-\gamma)$; the second equation is satisfied in the same way.

The continuum functions are normalized to $\delta(E-E')$. Far away, apart from a slowly varying Coulomb phase, $P\simeq\mathcal A\sin\varphi$ and $Q\simeq\mathcal B\cos\varphi$, with $k=\sqrt{E^2-c^4}/c$. The first of (15) gives $\mathcal B/\mathcal A=ck/(E+c^2)$. The radial integral gives $(\pi/2)(\mathcal A^2+\mathcal B^2)\delta(k-k')$, and $|dE/dk|=c^2k/|E|$, so

$$
\frac\pi2(\mathcal A^2+\mathcal B^2)\frac{c^2k}{|E|}=1
\quad\Longrightarrow\quad |\mathcal A\mathcal B|=\frac1{\pi c}. \tag{21}
$$

The last step uses $\mathcal A^2+\mathcal B^2=2E\mathcal A^2/(E+c^2)$. It holds for both signs of $E$. Each continuum function carries a factor energy$^{-1/2}$, so $R_0$ is dimensionless.

## From coupling to decay

Keep the reference state, with amplitude $x$, and the mixed pairs, with amplitudes $y_\nu$. Neglect the repulsion among the pairs. If $V_\nu$ are the couplings and $E_0$ is the reference energy, the resolvent equations at complex energy $z$ are

$$
(z-E_0)x-\sum_\nu V_\nu^*y_\nu=1,\qquad (z-E_\nu)y_\nu=V_\nu x. \tag{22}
$$

The sum includes integrals over continuum energies. Eliminating $y_\nu$ gives

$$
x(z)=\frac1{z-E_0-F(z)},\qquad F(z)=\sum_\nu\frac{|V_\nu|^2}{z-E_\nu}. \tag{23}
$$

Just above the real axis, $1/(E-E_\nu+i0)$ has imaginary part $-\pi\delta(E-E_\nu)$. To second order in the coupling, the amplitude therefore decays as $e^{-\Gamma t/2}$ with $\Gamma=-2\,\mathrm{Im}F$. The first-order repulsion shift of $E_0$ changes $\Gamma$ in higher order, so $E_0=2E_1$ may be used. The two determinants found above contribute

$$
\Gamma_s=2\pi\int_{-\infty}^{-c^2}2|R_0|^2\,d\varepsilon_-
=4\pi\int_{-\infty}^{-c^2}|R_0|^2\,d\varepsilon_-. \tag{24}
$$

Other angular channels add nonnegative terms, so $\Gamma_s$ is a lower bound on the lowest-order rate. Since $R_0$ varies continuously with $\varepsilon_-$, a nonzero value at one energy is enough to make $\Gamma_s$ positive.

The decay law was tested on a level at the centre of a band from $-1$ to $1$, represented by 1000 states, with coupling density $0.001(1-E^2)$. Propagation with the full model matrix gave a rate of 0.006308, against $2\pi\times0.001=0.006283$ from the second-order formula. The difference is 0.4% of the latter.

## Numbers for $Z=50$

Take a two-electron ion with unscreened orbitals. With $c=137.036$, equation (2) gives

$$
\gamma=\sqrt{1-(50/137.036)^2}=0.931059. \tag{25}
$$

The product energy is $2E_1=2\times17484.239=34968.478$ hartree. When the negative-energy electron is at its threshold, its partner has $18778.865+34968.478=53747.343$ hartree. For $\varepsilon_-=-2c^2$, the partner energy is $(2\gamma+2)c^2=3.8621c^2$.

The couplings along the degenerate family are:

| $\varepsilon_-/c^2$ | $\varepsilon_+/c^2$ | $\lvert R_0\rvert/10^{-7}$ |
|---:|---:|---:|
| −1.5 | 3.362 | 1.163 |
| −2 | 3.862 | 0.197 |
| −3 | 4.862 | 2.325 |
| −5 | 6.862 | 3.200 |
| −10 | 11.862 | 2.102 |

They are nonzero, which establishes the coupling for this ion in the point-nucleus model. A uniformly charged nucleus of radius 6 fm changes these entries by less than 1%, except the small one at $-2c^2$, which moves by about 3%. The magnitude dips near $-2c^2$. The reason is a change of sign: $R_0$ passes through zero near $\varepsilon_-=-1.93c^2$.

Equation (19) rests on several steps, so its off-shell form, with denominators $\varepsilon_\pm-E_1$, was compared with the double integral (13). The latter used eigenfunctions in a sphere of radius 0.4 bohr, converted to energy normalization by the local density of levels. For the pair near $-3c^2$ the values are $2.3590\times10^{-7}$ from the definition and $2.3588\times10^{-7}$ from the formula. For the pairs near $-1.5c^2$ and $-2c^2$ the two values also agree to better than 0.1%.

The table permits a rough evaluation of (24). The trapezoidal rule from $-10c^2$ to $-1.5c^2$ gives about $55\times10^{-14}c^2$ for the integral of $|R_0|^2$. Beyond $-10c^2$, assume a falloff as $\omega^{-4}$, with $\omega=10.93c^2$ at the last point. This adds

$$
\frac{(2.102\times10^{-7})^2\times10.93\,c^2}{3}=16.1\times10^{-14}c^2. \tag{26}
$$

Multiplying the sum by $4\pi$ gives $\Gamma_s\approx1.7\times10^{-7}$ hartree. The finer quadrature, from $-61c^2$ to $-1.02c^2$, gives

$$
\Gamma_s\simeq1.97\times10^{-7}\ \text{hartree},\qquad
\hbar/\Gamma_s\simeq1.23\times10^{-10}\ \text{s}. \tag{27}
$$

The coarse estimate is about 14% lower, mainly because $|R_0|^2$ falls only about as $\omega^{-3}$ between $-10c^2$ and $-31c^2$, so that (26) is too small. The lifetime in (27) measures a defect of the unrestricted Hamiltonian and is not a property of the ion. Since the remaining channels can only increase the lowest-order rate, they can only shorten this fictitious lifetime.

## The two ends of the continuum

At large $|\varepsilon_-|$ both electrons have large wavenumbers, but $ck_\pm\simeq|\varepsilon_\pm|$ gives

$$
k_+-k_-\to\frac{\varepsilon_+-|\varepsilon_-|}{c}=\frac{2E_1}{c}. \tag{28}
$$

The nucleus adds to this phase difference. With the rest-energy terms in (15) neglected, the local wavenumbers are $(\varepsilon_++Z/r)/c$ and $(|\varepsilon_-|-Z/r)/c$, and each regular solution depends on $r$ only through $kr$, where $k$ is its large wavenumber. Apart from constants, the nucleus therefore adds $(Z/c)\ln(kr)$ to the phase of the positive-energy wave and subtracts the same amount from that of the other. The product $W_+W_-$ keeps a slow component with phase $2E_1r/c+(2Z/c)\ln(kr)$ plus a constant, while the component at $k_++k_-$ averages out.

As the energy rises, the slow phase shifts by $(2Z/c)\ln k$. The integral in (19) thus stays bounded but keeps varying slowly, and $|R_0|^2$ falls as $\omega^{-4}$ times a slowly varying factor. The power found between $-31c^2$ and $-61c^2$ is 3.97; over other intervals it can differ more from 4. Extrapolation with this power puts the omitted high-energy part at about 0.3% of the computed rate. The logarithmic phase belongs to the point nucleus: near $-61c^2$ the product of $k$ with a real $Z=50$ nuclear radius is already about one, and the argument does not carry over to higher energies for an extended nucleus.

Near the other end, write $\varepsilon_-=-c^2-T$ with small $T>0$. The negative-energy solution is repelled by the nucleus: the coefficient $(-T+Z/r)/c$ in (15) changes sign at $r=Z/T$, and a barrier lies inside that radius. At $T=0.02c^2$ it reaches to about 0.13 bohr, compared with a $1s$ length $1/Z=0.02$ bohr. As $T$ falls, the barrier grows and the overlap with the $1s$ region is suppressed. The range below $T=0.02c^2$ is therefore expected to matter little, and leaving it out can only lower $\Gamma_s$.

For larger $c$ the degenerate partners move to higher energy, since $\omega\ge c^2+E_1$, but (8) holds for every finite $c$ in the stated range. Removing the negative continuum, as the nonrelativistic theory does, removes this degeneracy.

## Why a finite basis can look healthy

In a sphere each electron has discrete levels, but the mixed-pair sums are not discrete. For each high positive level there is a negative one that brings the sum within about one level spacing of any chosen energy, so infinitely many sums fall in a finite interval. A finite basis keeps only a finite number of them. For $s_{1/2}$ levels with $|E|<7c^2$, the largest gap between mixed-pair sums in the interval from $-3c^2$ to $3c^2$ is $0.0319c^2$ at radius 0.2 bohr and $0.0085c^2$ at 0.4 bohr. Doubling the radius roughly doubles the density of each set of levels and quadruples the number of sums; here the largest gap falls by a factor of 3.8. That ratio is irregular; other doublings of the radius give values from about 3 to more than 5.

The coupling to one $s_{1/2}$ determinant in the sphere is $|R_0|$ times the geometric mean of the two level spacings. At high energy $kR\simeq n\pi$ gives a spacing of about $\pi c/R$, or $1.1\times10^3$ hartree for $R=0.4$ bohr. With $|R_0|\approx3\times10^{-7}$ the coupling is about $3\times10^{-4}$ hartree. What matters is the distance to the nearest pair, which can be much smaller than the largest gap of about 160 hartree. Unless that distance is comparable with the coupling, the mixing is weak and an eigenvalue of clear $1s^2$ character can survive. Its apparent stability reflects the finite set of levels and does not show that the unrestricted problem has a bound state.

Such an eigenvalue is also not the lowest one. Many states with one or two negative-energy electrons lie below it, and enlarging the basis lowers the bottom of the spectrum without limit. Minimizing the energy over all determinants therefore does not find the atom.

## Restricting the space

Let $\Lambda_+$ project onto the positive-energy states of $h$, bound and continuum. The no-pair Hamiltonian is

$$
H_{\rm np}=\Lambda_+(1)\Lambda_+(2)\left[H_0+\frac1{r_{12}}\right]\Lambda_+(1)\Lambda_+(2). \tag{29}
$$

On this space each $h$ is at least $E_1$ and the repulsion is nonnegative, so $H_{\rm np}\ge2E_1$. The mixed pairs in (8) are absent and the decay channel is closed. This agrees with the physical reading of the negative-energy solutions: in the field theory they describe positrons, and are not empty levels into which an atomic electron can fall.

The restriction has a cost. Projectors built from different one-electron potentials select different spaces, so energies from (29) depend on that choice. Effects of virtual electron-positron pairs are left out and must be supplied by quantum electrodynamics, with its own energy denominators. Restoring the mixed determinants to (29) would not supply them; it would restore the degeneracy.

The same decision arises when the Breit interaction is added. It too falls off as $1/r_{12}$, so the separated packets (6) still cover the line, and its matrix elements enter the decay amplitude together with those of the Coulomb repulsion. Their size and sign, which decide whether they strengthen or weaken the coupling, were not computed here. The main computed values are in the numerical output that follows.

## Numbers as computed

```
nuclear charge Z = 50
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.865 hartree
gamma = sqrt(1-(Z/c)^2) = 0.931059
1s energy E1 with rest energy = 17484.239 hartree
1s energy from sphere diagonalization = 17484.239 hartree
1s^2 product energy 2*E1 = 34968.478 hartree
threshold partner energy c^2+2*E1 = 53747.343 hartree
sphere radius 0.2 bohr: largest gap of mixed sums in (-3,3) c^2 = 0.03190 c^2
sphere radius 0.4 bohr: largest gap of mixed sums in (-3,3) c^2 = 0.00849 c^2
equal-energy pairs: e_minus/c^2, e_plus/c^2, |R0| (dimensionless)
    -1.50    3.3621  1.1633e-07
    -2.00    3.8621  1.9734e-08
    -3.00    4.8621  2.3245e-07
    -5.00    6.8621  3.1996e-07
   -10.00   11.8621  2.1016e-07
sphere pairs: e_minus/c^2, e_plus/c^2, |R0| definition, |R0| formula
   -1.5073    3.3737  1.1361e-07  1.1360e-07
   -2.0214    3.8690  2.4062e-08  2.4044e-08
   -3.0171    4.8720  2.3590e-07  2.3588e-07
integration range of -e_minus = 1.02 to 61 c^2
partial rate, s1/2 pairs = 1.966e-07 hartree
relative change with fewer nodes = 1.0e-07
high-energy falloff power of R0^2 in omega = 3.97
estimated omitted high-energy tail / rate = 3.2e-03
fictitious lifetime 1/rate = 1.230e-10 s
band model rate, exact propagation = 0.006308 (model unit)
band model rate, golden rule = 0.006283 (model unit)
```
